# Airy-function transmission through a biased barrier and oscillations of the Fowler-Nordheim current, part 1

(Sections cited here and not found follow in the second part.)

## First half: matching, exact transmission and its two factors

**Q.** Inside a barrier the wave decays. I accept that a tunnelling current rises steeply with field, but I don't see what a decaying wave could interfere with.

**A.** Under a sufficient bias the forbidden region ends before the layer does. In an insulating film between two electrodes the conduction band edge is tilted by the field. An electron from the emitter tunnels through a triangle, emerges into the conduction band of the film and crosses the remaining distance as a travelling wave. At the collector face it may be partly reflected. To see what this does to the transmission, I take a model that can be solved.

I use Hartree units, $\hbar=m_e=e=1$. Energies are measured from the emitter band edge, and $F>0$ is the force that drives the electron towards $+x$. The potential is

$$V=0\ (x<0),\qquad V=\Phi-Fx\ (0<x<d),\qquad V=-U\ (x>d),$$

with $U=Fd$. The masses are $m_1,m_2,m_3$ in this order. Image force, scattering, space charge, roughness and non-parabolic bands are left out.

**Q.** With three masses, which derivative do you match at the faces?

**A.** With a position-dependent mass $m(x)$ the kinetic operator can be ordered in several Hermitian ways. I adopt the common choice

$$-\frac12\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+V\psi=E\psi .$$

Integrate it over a vanishing interval around a face. The terms $V\psi$ and $E\psi$ are finite and contribute nothing, so $\psi_x/m$ is continuous. Since $\psi_x$ is then finite, $\psi$ is continuous too. The flux $\mathrm{Im}(\psi^*\psi_x)/m$ is therefore also continuous. This rule is an assumption of the model and is not derived for a real metal–insulator face. The size of the reflection at the faces depends on it. Another ordering makes $m^{-1/2}\psi$ and its derivative continuous, so that wave numbers take the place of velocities. In the example below it gives a much stronger oscillation: for $F$ from $0.0027$ to $0.0033$, $T/T_s$ then runs from $0.36$ to $2.77$ instead of $0.70$ to $1.39$.

For motion along $x$ the velocities outside the film are $v_1=\sqrt{2E/m_1}$ and $v_3=\sqrt{2(E+U)/m_3}$. A plane wave $e^{ikx}$ has $\psi_x/m=iv\psi$, because $k/m=v$.

**Q.** Why do Airy functions appear, and why keep the growing one?

**A.** In the film the equation reads $\psi_{xx}=2m_2(\Phi-Fx-E)\psi$. Define the turning point and the inverse length

$$x_t=\frac{\Phi-E}{F},\qquad \alpha=(2m_2F)^{1/3},\qquad z(x)=\alpha(x_t-x).$$

Then $2m_2F(x_t-x)=\alpha^3(x_t-x)=\alpha^2z$. Because $d/dx=-\alpha\,d/dz$, the left side is $\alpha^2\psi_{zz}$, and the equation becomes $\psi_{zz}=z\psi$. Its general solution needs two functions. The layer is finite, so neither can be discarded. The first is

$$\mathrm{Ai}(z)=\frac1\pi\int_0^\infty\cos\left(\frac{t^3}{3}+zt\right)dt .$$

For large positive $z$, write it as half the integral of $e^{i(t^3/3+zt)}/\pi$ over the whole line and pass the contour through $t=i\sqrt z$. There the exponent is $-\xi$ with $\xi=\tfrac23z^{3/2}$, and its second derivative is $-2\sqrt z$. The Gaussian integral gives $\mathrm{Ai}\simeq e^{-\xi}/(2\sqrt\pi z^{1/4})$.

The second function, $\mathrm{Bi}$, is normalized by

$$\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=\frac1\pi .$$

The left side is constant, since its derivative is $\mathrm{Ai}(z\mathrm{Bi})-(z\mathrm{Ai})\mathrm{Bi}=0$. It also gives $(\mathrm{Bi}/\mathrm{Ai})'=1/(\pi\mathrm{Ai}^2)\simeq4\sqrt z\,e^{2\xi}$. As $(e^{2\xi})'=2\sqrt z\,e^{2\xi}$, the integral is $2e^{2\xi}$ to leading order. Hence $\mathrm{Bi}\simeq e^{\xi}/(\sqrt\pi z^{1/4})$ and $\mathrm{Bi}'\simeq z^{1/4}e^{\xi}/\sqrt\pi$.

**Q.** Then do the matching, and keep the signs visible.

**A.** I write $A=\mathrm{Ai}$ and $B=\mathrm{Bi}$, with subscripts $0$ and $d$ for the values at $z_0=z(0)$ and $z_d=z(d)$. Primes are derivatives in $z$. Put $\psi=aA+bB$ in the film and

$$\beta=\frac{\alpha}{m_2},\qquad r_1=\frac{v_1}{\beta},\qquad r_3=\frac{v_3}{\beta}.$$

The collector holds an outgoing wave $te^{ik_3(x-d)}$. Matching at $d$ gives

$$aA_d+bB_d=t,\qquad -\beta(aA_d'+bB_d')=iv_3t .$$

The minus sign comes from $d/dx=-\alpha\,d/dz$. The second condition is $aA_d'+bB_d'=-ir_3t$. Multiply the first by $B_d'$, the second by $B_d$, and subtract. Then multiply the second by $A_d$, the first by $A_d'$, and subtract. The normalization above gives

$$a=\pi t(B_d'+ir_3B_d),\qquad b=-\pi t(A_d'+ir_3A_d).$$

The emitter holds $e^{ik_1x}+ce^{-ik_1x}$. At $x=0$,

$$1+c=aA_0+bB_0,\qquad iv_1(1-c)=-\beta(aA_0'+bB_0').$$

Dividing the second by $iv_1$ gives $1-c=(i/r_1)(aA_0'+bB_0')$, since $-1/i=i$. Add the two conditions, so that $c$ drops out, and insert $a$ and $b$. With

$$\begin{aligned}p&=A_0B_d'-B_0A_d',& q&=A_0B_d-B_0A_d,\\ u&=A_0'B_d'-B_0'A_d',& w&=A_0'B_d-B_0'A_d,\end{aligned}$$

the sum is $2=\pi t[p+ir_3q+(i/r_1)(u+ir_3w)]$, or

$$\frac{2}{\pi t}=p-\frac{r_3}{r_1}w+i\left(r_3q+\frac{u}{r_1}\right).$$

**Q.** That is an amplitude. The transmission must be a ratio of fluxes, and I would like a form in which I can see that it doesn't exceed one.

**A.** The flux ratio is $T=(v_3/v_1)|t|^2=(r_3/r_1)|t|^2$. The squared modulus of the right side above is

$$D=p^2+\frac{r_3^2}{r_1^2}w^2+r_3^2q^2+\frac{u^2}{r_1^2}-\frac{2r_3}{r_1}(pw-qu).$$

The last bracket is a constant. When $pw-qu$ is multiplied out, the terms with $A_0A_0'$ and with $B_0B_0'$ cancel. What remains is

$$pw-qu=-(A_0B_0'-A_0'B_0)(A_dB_d'-A_d'B_d)=-\frac1{\pi^2}.$$

Taking a factor $r_3/r_1$ out of $D$ gives $D=(r_3/r_1)(S+2/\pi^2)$ with

$$S=\frac{r_1}{r_3}p^2+\frac{r_3}{r_1}w^2+r_1r_3q^2+\frac{u^2}{r_1r_3}.$$

Since $|t|^2=4/(\pi^2D)$, the factor $r_3/r_1$ cancels and

$$T=\frac{4}{2+\pi^2S}.$$

This is exact for the model. For the bound, the arithmetic mean of two positive numbers is at least their geometric mean. The first two terms of $S$ therefore add to at least $2|pw|$ and the last two to at least $2|qu|$. Thus $S\ge2|pw-qu|=2/\pi^2$, and $T\le1$.

**Q.** Give me a limit I can check by hand.

**A.** Let $d\to0$ at fixed $F$. Then $z_d\to z_0$, so $p=1/\pi$, $w=-1/\pi$ and $q=u=0$. The formula gives $T=4/(2+r_1/r_3+r_3/r_1)=4v_1v_3/(v_1+v_3)^2$, the transmission of a bare velocity step.

The full formula was also tested against direct integration of the Schrödinger equation for direct tunnelling, Fowler-Nordheim tunnelling and an energy above the barrier. The largest relative difference was about $2\times10^{-10}$.

**Q.** I see no exponential in it, and no oscillation either. Both are buried in products of Airy functions.

**A.** They separate when the triangle is opaque, that is, when $\xi_0=\tfrac23z_0^{3/2}$ is well above one. Then $A_0,A_0'$ are smaller than $B_0,B_0'$ by a factor of order $e^{-2\xi_0}$. Drop them:

$$p\simeq-B_0A_d',\quad q\simeq-B_0A_d,\quad u\simeq-B_0'A_d',\quad w\simeq-B_0'A_d .$$

The four terms of $S$ are now the four terms of a product:

$$S\simeq\left(r_1B_0^2+\frac{B_0'^2}{r_1}\right)\left(r_3A_d^2+\frac{A_d'^2}{r_3}\right).$$

Neglecting the $2$ beside $\pi^2S$ as well, we get $T\simeq T_sO$ with

$$T_s=\frac{4}{\pi(r_1B_0^2+B_0'^2/r_1)},\qquad O=\frac{1}{\pi(r_3A_d^2+A_d'^2/r_3)} .$$

The emission factor $T_s$ knows the emitter face and the triangle. The factor $O$ knows the collector face and the distance from it to the turning point.

**Q.** Is the dropping safe when $A_d$ happens to vanish? Then $B_0A_d$ isn't large.

**A.** It is safe because $A_d$ and $A_d'$ can't vanish together, or the normalization would fail. The second bracket of $S$ thus stays positive and the large factor $B_0^2$ survives. The largest neglected terms in $S$ are cross terms such as $A_0B_0A_d'B_d'$, in which the exponentials cancel. For velocity ratios of order one they are of order one, like the neglected $2$. So $4/T$ is changed by a number of order one, and the relative error of $T_sO$ is of order $T$. In three tested cases it stayed below $3T$, apart from a rounding allowance of $10^{-10}$.

**Q.** Show me that $T_s$ is the usual exponential.

**A.** Let $\kappa=\sqrt{2m_2(\Phi-E)}=\alpha\sqrt{z_0}$ be the decay rate at the emitter face, and $\eta=v_1m_2/\kappa=r_1/\sqrt{z_0}$. The large-$z$ forms give

$$r_1B_0^2+\frac{B_0'^2}{r_1}\simeq\frac{e^{2\xi_0}}{\pi}\left(\eta+\frac1\eta\right),\qquad T_s\simeq\frac{4\eta}{1+\eta^2}e^{-2\xi_0}.$$

The exponent is $2\xi_0=\tfrac43(\alpha x_t)^{3/2}$. With $\alpha^{3/2}=\sqrt{2m_2F}$ this is $4\sqrt{2m_2}(\Phi-E)^{3/2}/(3F)$.

For numbers I take round model parameters that belong to no named material: $m_1=m_3=1$, $m_2=0.5$, Fermi energy $\mu=0.2$, $\Phi=0.32$, $d=80$ and $F=0.003$. An electron at $E=\mu$ has $x_t=0.12/0.003=40$, so half the film is a barrier and half is open. With $\alpha=0.1442$ we have $z_0=5.769$ and $2\xi_0=\tfrac43(5.769)^{3/2}=18.48$. Further, $\kappa=0.1442\sqrt{5.769}=0.346$ and $\eta=0.6325\times0.5/0.346=0.91$, so the prefactor is $1.99$. The estimate is $1.886\times10^{-8}$; the Airy form of $T_s$ gives $1.895\times10^{-8}$.

**Q.** And $O$? You haven't shown that it oscillates, or where its maxima lie.

**A.** Let $\zeta=-z_d=\alpha(d-x_t)>0$ and $y(\zeta)=\mathrm{Ai}(-\zeta)$, so that $y''=-\zeta y$. The denominator of $O$ is $\pi G$ with $G=r_3y^2+y'^2/r_3$. Change the thickness while $F$, $E$ and $v_3$ are held fixed:

$$\frac{dG}{d\zeta}=2r_3yy'-\frac{2\zeta yy'}{r_3}=2yy'\left(r_3-\frac{\zeta}{r_3}\right).$$

So $O$ is stationary at the zeros of $\mathrm{Ai}$, at those of $\mathrm{Ai}'$, and at $\zeta=r_3^2$. The last condition has a plain meaning. The electron's velocity in the film at $x=d$ is $v_2=\sqrt{2F(d-x_t)/m_2}=\beta\sqrt\zeta$, so $\zeta=r_3^2$ means $v_3=v_2$.

At a zero of $\mathrm{Ai}$, $y^2$ has a minimum and $2yy'=(y^2)'$ passes from negative to positive. If $v_3>v_2$, the bracket is positive, $G$ has a minimum and $O$ a maximum. If $v_3<v_2$, the roles are exchanged. Both cases were tested with the exact $T$.

**Q.** What is special, physically, about a zero of $\mathrm{Ai}$ at the collector face?

**A.** The sloping barrier and the collector face enclose a triangular well. If the face were a hard wall, a bound state would decay into the slope and vanish at $d$. It would be $\mathrm{Ai}(z(x))$ with $\zeta=a_n$, where $-a_n$ is the $n$th zero of $\mathrm{Ai}$. From $d-x_t=a_n/\alpha$, multiplied by $F$,

$$U=\Phi-E+a_n\left(\frac{F^2}{2m_2}\right)^{1/3},$$

since $F/\alpha=(F^2/2m_2)^{1/3}$. At $F=0.003$ the three lowest levels, found by diagonalizing the well on a grid, are $0.1286$, $0.1650$ and $0.1948$. The maxima of $T/T_s$ in energy lie within $10^{-4}$ of them. They needn't coincide, because $v_3$ now changes with $E$. The real face reflects partially, so these are broad enhancements and not sharp levels.

## Second half: interference and the measured current

**Q.** Before we go on, what do you carry over?

**A.** An electron of energy $E$ meets a barrier $\Phi-Fx$ of thickness $d$, with $U=Fd$ and masses $m_1,m_2,m_3$ in emitter, film and collector. It emerges at $x_t=(\Phi-E)/F$ and reaches the collector face with velocity $v_2$ in the film and $v_3$ beyond it. With $\alpha=(2m_2F)^{1/3}$, $\zeta=\alpha(d-x_t)$ and $r_3=m_2v_3/\alpha$, an opaque triangle gives $T\simeq T_sO$. Here $T_s$ is the smooth emission factor, approximately $4\eta(1+\eta^2)^{-1}\exp[-4\sqrt{2m_2}(\Phi-E)^{3/2}/(3F)]$, where $\eta$ is $v_1$ divided by the decay rate over $m_2$ at the emitter face. The other factor is

$$O=\frac{1}{\pi(r_3y^2+y'^2/r_3)},\qquad y=\mathrm{Ai}(-\zeta).$$

The example has $m_1=m_3=1$, $m_2=0.5$, $\mu=0.2$, $\Phi=0.32$, $d=80$.

**Q.** You speak of reflection and interference, but $O$ is a combination of Airy functions. Show me a reflected wave.

**A.** Take $\zeta$ large. In the integral for $\mathrm{Ai}(-\zeta)$ the phase $t^3/3-\zeta t$ is stationary at $t=\sqrt\zeta$. Its value there is $-\theta$ with $\theta=\tfrac23\zeta^{3/2}$, and its second derivative is $2\sqrt\zeta$. The stationary-phase integral is $\sqrt{\pi/\sqrt\zeta}\,e^{i(\pi/4-\theta)}$. Its real part divided by $\pi$ gives

$$y\simeq\frac{\cos(\theta-\pi/4)}{\sqrt\pi\,\zeta^{1/4}}=\frac{\sin\varphi}{\sqrt\pi\,\zeta^{1/4}},\qquad y'\simeq\frac{\zeta^{1/4}\cos\varphi}{\sqrt\pi},\qquad \varphi=\theta+\frac\pi4 .$$

With $g=v_3/v_2=r_3/\sqrt\zeta$, the denominator of $O$ is $g\sin^2\varphi+g^{-1}\cos^2\varphi$. Let $\chi=2\varphi=2\theta+\pi/2$ and use $\sin^2\varphi=(1-\cos\chi)/2$ and $\cos^2\varphi=(1+\cos\chi)/2$:

$$O\simeq\frac{2g}{1+g^2-(g^2-1)\cos\chi}.$$

Now set $R=(g-1)/(g+1)$. Then $1-R^2=4g/(g+1)^2$, $1+R^2=2(1+g^2)/(g+1)^2$ and $2R=2(g^2-1)/(g+1)^2$. Multiplying numerator and denominator by $2/(g+1)^2$ gives

$$O\simeq\frac{1-R^2}{1+R^2-2R\cos\chi}=\frac{1-R^2}{|1-Re^{i\chi}|^2}.$$

This is a sum over round trips. A wave arriving at the collector face is reflected with amplitude $(v_2-v_3)/(v_2+v_3)=-R$. It returns to the turning point, where it is totally reflected with phase $-\pi/2$. The path out and back adds $2\theta$. One round trip thus multiplies the wave by $-Re^{i(2\theta-\pi/2)}=Re^{i\chi}$, and the geometric series of such trips gives the denominator.

For an opaque barrier, the transmission at a single energy separates into a smooth emission factor and an oscillating factor, which for a long enough path beyond the turning point is a sum over round trips between that point and the collector face. It remains to find what this interference does on average, how much of it is due to the velocity step, and whether it survives in the current, which collects electrons of many energies.

Numbers in the example were calculated in double precision.
